# Midgap states induced by a metal in an alternating-hopping chain, part 1

(Sections cited here and not found follow in the second part.)

## First half: the chain at midgap

**Setting.** A half-infinite chain is made of cells $j=1,2,3,\dots$. Each cell holds a site $A_j$ followed by a site $B_j$, so the chain reads $A_1,B_1,A_2,B_2,\dots$ and ends at $A_1$. An electron hops between $A_j$ and $B_j$ with amplitude $t_1$, and between $B_j$ and $A_{j+1}$ with amplitude $t_2$. All site energies are zero, and no hopping joins two sites of the same sublattice. Electrons do not interact, and neighbouring orbitals are taken as orthogonal.

The hoppings are taken real and positive. This costs nothing: the sign of a hopping can be reversed by reversing the sign of every orbital beyond that bond, which leaves all site densities as they were.

A metal is joined to $A_1$ through one of its orbitals, labelled $0$, with hopping $v$. The metal is also non-interacting, but is otherwise arbitrary: it may have any shape, and its band need not be centred on zero. Its local density of states on orbital $0$, before joining, is smooth and nonzero near $E=0$.

Let $a_j$, $b_j$ and $\varphi_0$ be the amplitudes of a stationary state on $A_j$, $B_j$ and the metal's orbital $0$. The Schrödinger equation, read off one chain site at a time, is

$$E a_1 = v\varphi_0 + t_1 b_1,\qquad(1)$$
$$E a_j = t_2 b_{j-1} + t_1 b_j \quad (j\ge 2),\qquad(2)$$
$$E b_j = t_1 a_j + t_2 a_{j+1}\quad (j\ge 1).\qquad(3)$$

"Induced density" means here the local density of states, per spin and per unit energy, that the metal produces on a chain site at an energy inside the chain's gap. It is not the electron charge, which is an integral over all occupied energies. Energies are given in eV and lengths in nm.

### (a) Which states does the isolated chain have in its gap?

*Set $v=0$. Find the gap of the infinite chain, and then every normalizable state of the half-infinite chain inside that gap, for $t_1>t_2$ and for $t_1<t_2$.*

**Solution.** Far from the end, try $a_j=a\,e^{ikj}$ and $b_j=b\,e^{ikj}$. Equations (3) and (2) become

$$E b=(t_1+t_2e^{ik})a,\qquad E a=(t_1+t_2e^{-ik})b .$$

Their product gives $E^2=|t_1+t_2e^{ik}|^2=t_1^2+t_2^2+2t_1t_2\cos k$. The smallest value occurs at $k=\pi$ and is $(t_1-t_2)^2$. The gap is therefore $|E|<|t_1-t_2|$, and its middle is $E=0$.

For the half-infinite chain, define $b_0=0$. Equation (1) with $v=0$ then has the same form as (2), so that $Ea_j=t_2b_{j-1}+t_1b_j$ for all $j\ge1$. Multiply (3) by $E$ and insert this:

$$E^2b_j=t_1(t_2b_{j-1}+t_1b_j)+t_2(t_2b_j+t_1b_{j+1})$$
$$\phantom{E^2b_j}=(t_1^2+t_2^2)b_j+t_1t_2(b_{j-1}+b_{j+1}).$$

The equations are real, so the amplitudes can be chosen real. Multiply by $b_j$ and sum over $j$:

$$E^2\sum_j b_j^2=(t_1^2+t_2^2)\sum_j b_j^2+2t_1t_2\sum_j b_jb_{j+1}.$$

From $(b_j+b_{j+1})^2\ge0$ follows $2b_jb_{j+1}\ge-b_j^2-b_{j+1}^2$. Hence the last sum obeys $2\sum_j b_jb_{j+1}\ge-2\sum_j b_j^2$, and

$$E^2\sum_j b_j^2\ge (t_1-t_2)^2\sum_j b_j^2 .$$

A state with any weight on the $B$ sublattice thus lies outside the gap. What remains are states with all $b_j=0$. For these, $Ea_j=0$ for every $j$, so $E=0$, and (3) requires

$$a_{j+1}=-\frac{t_1}{t_2}\,a_j .\qquad(4)$$

If $t_1<t_2$, this sequence decays and is normalizable. It is the edge state, it sits at midgap, and it lives on the $A$ sublattice. If $t_1>t_2$, the sequence grows without limit and is not a state. The chain without an edge state is therefore the one whose end bond is the strong one. Its gap contains no state at all, so any density found there after joining is induced by the metal.

### (b) What does a midgap state of the joined system look like?

*Take $t_1>t_2$ and $v\ne0$. Find all chain amplitudes at $E=0$ in terms of $\varphi_0$.*

**Solution.** At $E=0$ equations (1)–(3) separate. The $B$ rows (3) contain only $A$ amplitudes, and the $A$ rows (1) and (2) contain only $B$ amplitudes and $\varphi_0$.

The $B$ rows give (4) again, since the metal does not touch any $B$ site. Its solution is $a_j=a_1(-t_1/t_2)^{j-1}$, which grows by the factor $t_1/t_2>1$ per cell. A stationary state that extends through the metal must stay bounded in the chain, so $a_1=0$, and with it

$$a_j=0\quad\text{for every } j.\qquad(5)$$

The $A_1$ row gives $0=v\varphi_0+t_1b_1$, and the later $A$ rows give $0=t_2b_{j-1}+t_1b_j$. Therefore

$$b_1=-\frac{v}{t_1}\varphi_0,\qquad b_j=-\frac{v}{t_1}\Big(-\frac{t_2}{t_1}\Big)^{j-1}\varphi_0 .\qquad(6)$$

This sequence decays because $t_2<t_1$, and is allowed. The metal's state leaks into the chain, yet it has a node on the very site to which the metal is attached. The reason is an interference condition. The equation of $B_1$ demands that the waves arriving from its two neighbours $A_1$ and $A_2$ cancel. With $t_1>t_2$, a nonzero amplitude on $A_1$ needs a larger one on $A_2$ to cancel it, then a still larger one on $A_3$, and so on. The equation of $A_1$, in turn, makes the wave from $B_1$ cancel the wave from the metal, which is why $b_1$ cannot vanish when $\varphi_0$ does not.

### (c) How is the density in the gap related to the isolated parts?

*Let $g$ be the Green function of the isolated chain and $g_m$ that of the isolated metal on orbital $0$. Express the local density of states on a chain site $n$ in the gap, and the Green function on the metal's orbital $0$, through them.*

**Solution.** The retarded Green function of the joined system is $G(E)=(E+i0-H)^{-1}$. Its diagonal element gives the local density of states, $\rho_n(E)=-\frac1\pi\,\mathrm{Im}\,G_{nn}(E)$. This follows from the expansion $G_{nn}=\sum_i|\psi_i(n)|^2/(E+i0-E_i)$ in eigenstates $\psi_i$ and from $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$.

Write $H=H_0+V$, where $V$ contains only the bond $v$ between orbital $0$ and $A_1$. Multiply the identity $E-H_0=(E-H)+V$ from the left by $(E-H_0)^{-1}$ and from the right by $G$. The result is $G=G_0+G_0VG$, where $G_0=(E+i0-H_0)^{-1}$ consists of the separate blocks $g$ and $g_m$. Let the index $1$ stand for $A_1$. For chain sites $n,n'$,

$$G_{nn'}=g_{nn'}+g_{n1}\,v\,G_{0n'},\qquad G_{0n'}=g_m\,v\,G_{1n'} .$$

The second equation has no free term, because $G_0$ does not connect metal and chain. Insert it into the first and define the self-energy $\Sigma=v^2g_m$:

$$G_{nn'}=g_{nn'}+g_{n1}\Sigma\,G_{1n'} .$$

Setting $n=1$ gives $G_{1n'}=g_{1n'}/(1-\Sigma g_{11})$. Setting then $n'=n$ gives

$$G_{nn}=g_{nn}+\frac{\Sigma\,g_{n1}^2}{1-\Sigma g_{11}},\qquad(7)$$

where $g_{1n}=g_{n1}$ holds because the chain Hamiltonian is real and symmetric.

By part (a) the isolated chain with $t_1>t_2$ has no state in the gap, so all elements of $g$ are real there. Only the second term of (7) has an imaginary part. Extending the fraction by the complex conjugate of its denominator,

$$\mathrm{Im}\frac{\Sigma}{1-\Sigma g_{11}}=\frac{\mathrm{Im}\,(\Sigma-|\Sigma|^2g_{11})}{|1-\Sigma g_{11}|^2}=\frac{\mathrm{Im}\,\Sigma}{|1-\Sigma g_{11}|^2}.$$

With $\Gamma=-2\,\mathrm{Im}\,\Sigma$, which is positive, the density is

$$\rho_n(E)=\frac{\Gamma}{2\pi}\,\frac{g_{n1}^2}{|1-\Sigma g_{11}|^2}.\qquad(8)$$

If $\rho_m=-\frac1\pi\mathrm{Im}\,g_m$ denotes the density on orbital $0$ of the isolated metal, then $\Gamma=2\pi v^2\rho_m$.

For the metal's own orbital the same equation gives $G_{00}=g_m+g_mvG_{10}$ and $G_{10}=g_{11}vG_{00}$, hence

$$G_{00}=\frac{g_m}{1-v^2g_mg_{11}} .\qquad(9)$$

### (d) How large is the midgap density on each site?

*Find $\rho_{A,j}(0)$, $\rho_{B,j}(0)$ and their sum over the chain for $t_1>t_2$. What happens as $v$ is raised?*

**Solution.** Equation (8) needs the column $g_{n1}$ at $E=0$. It is the response of the isolated chain to a unit source on $A_1$, and solves $(0-H_{\rm chain})\,g_{\cdot1}=\delta_{n1}$. Since $E=0$ lies in a gap without states, the inverse exists and the response is normalizable. Its rows are

$$t_1g_{Aj,1}+t_2g_{A(j+1),1}=0,\qquad -t_1g_{B1,1}=1,\qquad t_2g_{B(j-1),1}+t_1g_{Bj,1}=0 .$$

The first has only growing solutions, so every $g_{Aj,1}(0)$ is zero, including $g_{11}(0)$. The other two give $g_{Bj,1}(0)=-\frac1{t_1}(-t_2/t_1)^{j-1}$. The denominator of (8) equals one, and

$$\boxed{\;\rho_{A,j}(0)=0,\qquad \rho_{B,j}(0)=\frac{\Gamma}{2\pi t_1^2}\Big(\frac{t_2}{t_1}\Big)^{2(j-1)}\;}\qquad(10)$$

with $\Gamma$ taken at $E=0$. This proves the pattern of part (b) for any metal of the stated kind, without reference to the form of its states. The factor in front also agrees with (6): $\Gamma/(2\pi t_1^2)=(v/t_1)^2\rho_m$.

The sum over cells is a geometric series with ratio $t_2^2/t_1^2$:

$$\sum_j\rho_{B,j}(0)=\frac{\Gamma}{2\pi t_1^2}\,\frac{1}{1-t_2^2/t_1^2}=\frac{\Gamma}{2\pi(t_1^2-t_2^2)} .\qquad(11)$$

For a given metal and fixed $t_1,t_2$, the midgap density is proportional to $v^2$ at every strength of $v$. It does not saturate, because $g_{11}(0)=0$ removes the denominator that would limit it. Equation (9) expresses the same fact from the other side: $G_{00}(0)=g_m(0)$. At midgap the metal's orbital $0$ keeps the density it had before joining, as if $A_1$ were a hard wall.

Two limits show the range of (10). As $t_2\to0$ the density collapses onto $B_1$, since the first cell is then cut off from the rest. As $t_2\to t_1$ the gap closes, the decay becomes slow, and the sum (11) diverges.

### (e) What changes if the chain has an edge state?

*Repeat the midgap analysis for $t_1<t_2$, and find the density on $A_1$.*

**Solution.** Now (4) decays, so the $A$ amplitudes are allowed. The $A$ rows give $b_j=-(t_2/t_1)b_{j-1}$, which grows, so every $b_j$ must vanish. The roles of the sublattices are exchanged, and row (1) then forces $\varphi_0=0$.

For the size, note that the isolated chain has a state at $E=0$ with weight $Z=1-(t_1/t_2)^2$ on $A_1$, from normalizing (4). Near midgap $g_{11}\simeq Z/E$, so $1/g_{11}\to0$. From part (c),

$$G_{11}=\frac{g_{11}}{1-\Sigma g_{11}}=\frac{1}{1/g_{11}-\Sigma}\;\to\;-\frac1\Sigma,$$

$$\rho_{A,1}(0)=\frac1\pi\,\mathrm{Im}\frac1\Sigma=-\frac{\mathrm{Im}\,\Sigma}{\pi|\Sigma|^2}=\frac{\Gamma}{2\pi|\Sigma|^2}.\qquad(12)$$

This density falls as $1/v^2$, because $\Sigma$ is proportional to $v^2$. For a weak contact, inserting $g_{11}\simeq Z/E$ gives $G_{11}\simeq Z/(E-Z\Sigma)$: the edge state has become a resonance of width $Z\Gamma$, which grows wider and lower as $v$ is raised. The condition $t_1>t_2$ is thus essential to (10).

### (f) What are the midgap densities for a definite contact?

*Take $t_1=2.85$ eV, $t_2=2.15$ eV, a cell length $c=0.245$ nm and one chain per $0.15\ \mathrm{nm}^2$ of contact. Let the metal be a half-infinite uniform chain with hopping $t_m=3$ eV and site energy $\varepsilon_m=-1.5$ eV, joined by $v=1$ eV. Evaluate (10) and (11).*

**Solution.** Removing the end site of the uniform chain leaves an identical chain. With $x=E-\varepsilon_m$, part (c) applied to a single site with Green function $1/x$ gives $g_m=1/(x-t_m^2g_m)$, or $t_m^2g_m^2-xg_m+1=0$. The root with negative imaginary part is the retarded one:

$$g_m=\frac{x-i\sqrt{4t_m^2-x^2}}{2t_m^2}.$$

At $E=0$, $x=1.5$ eV and $\sqrt{36-2.25}=5.81$. Therefore $\Sigma(0)=(1.5-5.81\,i)/18=0.083-0.323\,i$ eV, $\Gamma=0.6455$ eV and $\rho_m=\Gamma/(2\pi v^2)=0.10273$ per eV.

The density on $B_1$ is $0.10273/2.85^2=0.01265$ per eV and spin. Each further cell multiplies it by $(2.15/2.85)^2=0.569$, which gives $0.00720$ on $B_2$ and $0.00410$ on $B_3$. Written as $e^{-x/\ell}$ with $x$ the distance along the chain, the decay has length $\ell=c/[2\ln(t_1/t_2)]=0.245/(2\times0.282)=0.435$ nm.

A calculation that does not use (7)–(10) treats 1200 metal sites and 160 chain sites as one matrix, with an absorbing imaginary site energy that rises smoothly towards the far end of the metal. It gives zero on the $A$ sites to the printed digits and the same $B$ densities. Raising $v$ from 1 to 3 eV in it multiplies the density on $B_1$ by 9.0000. Exchanging $t_1$ and $t_2$, with a chain of 161 sites, gives 0.92 per eV on $A_1$ and zero on $B_1$, as (12) requires.

The sum (11) is $0.10273/(2.85^2-2.15^2)=0.10273/3.50=0.0294$ per eV and spin. Counting both spins and dividing by the area per chain gives $2\times0.0294/0.15=0.39$ per eV and $\mathrm{nm}^2$, or $3.9\times10^{13}\ \mathrm{eV^{-1}\,cm^{-2}}$.

## Second half: away from midgap, and what disturbs the result

**Symbols and results carried over.** The chain $A_1,B_1,A_2,\dots$ has hoppings $t_1$ inside a cell and $t_2<t_1$ between cells, with amplitudes $a_j$ and $b_j$. Its gap is $|E|<t_1-t_2$, and it has no edge state. The metal's orbital $0$, with amplitude $\varphi_0$, is joined to $A_1$ by $v$ and produces the self-energy $\Sigma=v^2g_m$, with $\Gamma=-2\,\mathrm{Im}\,\Sigma$. The site equations are (1)–(3). In the gap the density on site $n$ is given by (8), where $g_{n1}$ is the isolated chain's response to a source on $A_1$. At $E=0$ the density vanishes on all $A$ sites and follows (10) on the $B$ sites. The example has $t_1=2.85$ eV, $t_2=2.15$ eV and $v=1$ eV.

### (g) How does the A sublattice fill as the energy leaves midgap?

*Find the decay of the chain amplitudes at an energy $E$ in the gap and the ratio $\rho_{A,j}/\rho_{B,j}$. Examine it near midgap and at the gap edges.*

For a chain that ends on its strong bond and touches the metal only through $A_1$, the induced midgap density has been shown to vanish on every $A$ site and to decay from cell to cell on the $B$ sites. What remains is to answer question (g), to find the density throughout the gap, and to see how disturbances and realistic contact conditions change the result.
